# Estimating the initial-state Si 2p shift per oxygen neighbour

## Problem

At an oxidized silicon surface the measured Si 2p binding energy rises by roughly 1 eV for each oxygen neighbour of the emitting atom. Part of this is an initial-state shift, present before the core hole is made. Estimate that part with an ion model in which each Si–O bond moves a charge $\delta$, in units of the elementary charge $e$, from silicon to oxygen.

Take $\delta=0.4$ as a round model value, a bond length $d=1.61$ Å and a Si–O–Si angle $\theta=144^\circ$. Write $C=e^2/(4\pi\varepsilon_0)=14.40$ eV Å.

1. Find the shift per oxygen if the central silicon alone supplies charge and its remaining valence cloud keeps its shape. Which $\delta$ would give 1 eV?
2. Let the remaining valence electrons contract.
3. Let the oxygen take an equal charge from its outer silicon neighbour.
4. Compare with a molecular calculation and decide what the model can establish.

## Solution

**Sign convention and assumptions.** The binding energy is $E_B=-\varepsilon$, where $\varepsilon$ is the 2p orbital energy, so a positive shift means a deeper level. An electron in an electrostatic potential $\phi$ has potential energy $-e\phi$. To first order, a small added potential therefore gives

$$
\Delta\varepsilon=-e\langle\phi\rangle_{2p},\qquad
\Delta E_B=+e\langle\phi\rangle_{2p}.
$$

The average runs over the closed, spherical 2p shell. Neighbouring atoms are treated as point charges. A neutral neighbour then contributes nothing, which neglects the overlap of its electron cloud with the core. Core-hole relaxation is left out throughout, as are shifts of the energy reference.

### 1. Frozen valence cloud

Two terms compete. Removing valence charge from silicon removes repulsion from the core electrons and deepens the 2p level. The negative oxygen makes the level shallower.

For the first term, let $f$ be the repulsion energy between a 2p electron and one valence electron. It was computed by the unrestricted Hartree–Fock method in the cc-pVTZ basis, for a free silicon atom in the spherical configuration $3s^13p^3$ with four parallel valence spins. With $J$ the Coulomb and $K$ the exchange integral,

$$
f=\left\langle J_{2p,v}-\tfrac12K_{2p,v}\right\rangle ,
$$

averaged over the 2p and valence orbitals $v$. The factor $\tfrac12$ appears because only one of the two 2p spin directions has exchange with the parallel valence spins. The result is $f=13.21$ eV per electron; a large uncontracted basis gives 13.22 eV. The value depends more on the chosen configuration: with the same $s^1p^3$ charge spread equally over both spin directions, $f=12.32$ eV, about 7% lower, which would lower $s_1$ below from 1.70 to 1.35 eV. Using this average assumes that the charge leaves all four valence orbitals equally. A 3p electron lies farther out on average than a 3s electron and repels the core less, so a loss mainly from 3p would give a smaller on-site term.

The potential of the valence cloud at the nucleus would give the larger value $C\langle1/r\rangle=14.39$ eV. Between spherical shells of radii $r$ and $r'$ the Coulomb repulsion is $C/\max(r,r')$, which cannot exceed $C/r$. The finite size of the 2p shell thus lowers the repulsion, and exchange lowers it further.

For the second term, average the inverse distance from a point at distance $d$ over a sphere of radius $r<d$. With $\mu$ the cosine of the polar angle,

$$
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{d^2+r^2-2dr\mu}}
=\frac{(d+r)-(d-r)}{2dr}=\frac1d .
$$

A unit charge at the oxygen site therefore acts on the 2p shell as $C/d$, provided that the shell lies inside radius $d$. The oxygen charge is $-\delta$, so its contribution is $-\delta C/d$. Adding the two terms gives

$$
s_1=\delta f-\delta\frac{C}{d}=\delta\left(f-\frac{C}{d}\right).
$$

Numerically, $C/d=14.40/1.61=8.94$ eV, and

$$
s_1=0.4\,(13.21-8.94)\ \text{eV}=5.28\ \text{eV}-3.58\ \text{eV}=1.70\ \text{eV}.
$$

A shift of 1 eV requires

$$
\delta=\frac{1\ \text{eV}}{f-C/d}=\frac{1}{13.21-8.94}\approx0.23 .
$$

Charge transfers of a few tenths thus give shifts of order 1 eV. If the compensating charge is moved far away, $d\to\infty$, the shift tends to $\delta f=5.28$ eV, as for an isolated ion whose valence cloud is held frozen; the self-consistent ion of part 2 gives 4.26 eV. The formula would give zero at $d=C/f=1.09$ Å, but the neglected overlap of the atomic clouds grows as the atoms approach, so this zero should not be read as a physical prediction.

### 2. Contraction of the remaining valence electrons

Let the atom have charge $q$. It then has $4-q$ valence electrons, each repelling a 2p electron by $f(q)$. If the core orbitals stay fixed, the valence shell enters the 2p binding energy as $-(4-q)f(q)$. The rise from the neutral atom is therefore

$$
\begin{aligned}
A(q)&=4f(0)-(4-q)f(q)\\
&=4f(0)-(4-q)f(0)-(4-q)[f(q)-f(0)]\\
&=qf(0)-(4-q)[f(q)-f(0)].
\end{aligned}
$$

The first term is the frozen result. The second reduces it whenever $f(q)>f(0)$, that is, when the remaining electrons move closer to the core and repel it more strongly.

To describe fractional $q$, the atomic calculation was repeated with an occupation $(4-q)/4$ in each of the four valence spin orbitals. At $q=0.4$ it gives $f=13.48$ eV, so

$$
A(0.4)\approx0.4(13.21)-3.6(13.48-13.21)
=5.28-0.97=4.31\ \text{eV}.
$$

The directly computed rise of the 2p binding energy, in which the core orbitals also respond to the lost valence charge, is 4.26 eV. Dividing this direct value by $\delta$ gives the effective on-site constant $k=4.26/0.4=10.65$ eV per unit charge, and the shift becomes

$$
s_1'=\delta\left(k-\frac{C}{d}\right)
=0.4(10.65-8.94)\ \text{eV}=0.68\ \text{eV}.
$$

A large uncontracted basis gives $k=10.62$ eV. The configuration matters more: with the valence charge spread equally over both spin directions, $k=8.83$ eV and $s_1'=-0.04$ eV. A small change in $f$ has a large effect because it acts on all 3.6 remaining electrons. In the opposite limit, $q=4$, no valence electrons remain to contract and the fixed-core formula gives $A(4)/4=f(0)=13.21$ eV. The direct calculation gives 12.99 eV, about 2% lower.

A free atom can contract without hindrance. Next to a negative oxygen, the valence cloud also responds to the oxygen charge, and $s_1'$ leaves this response out. It is not small: the same atom with $q=0.4$, solved self-consistently in cc-pVTZ beside a point charge $-0.4$ at distance $d$, gives a shift of 1.4 eV instead of 0.68 eV. In a solid, bonds influence the cloud as well, so neither the frozen nor the free-atom value is established as the correct one there.

### 3. A bridging oxygen

In Si–O–Si the oxygen also takes $\delta$ from the outer silicon. Its charge becomes $-2\delta$, and the outer silicon has charge $+\delta$. Half the bridge angle and two equal sides $d$ fix the distance between the silicon atoms:

$$
D=2d\sin(\theta/2)=2(1.61)\sin72^\circ\ \text{Å}=3.06\ \text{Å}.
$$

Relative to part 1 there is an extra $-\delta$ at distance $d$ and an extra $+\delta$ at distance $D$. The added shift is

$$
-\delta\left(\frac{C}{d}-\frac{C}{D}\right)
=-0.4(8.94-4.70)\ \text{eV}=-1.70\ \text{eV}.
$$

It is negative because the negative end of the outer bond is nearer to the central atom. The four variants at $\delta=0.4$ are as follows, in eV per oxygen.

| Valence cloud | Charge supplied by | Shift |
|---|---|---:|
| frozen | central Si | 1.70 |
| contracted | central Si | 0.68 |
| frozen | both Si | 0.01 |
| contracted | both Si | −1.01 |

In the third row the full expression is

$$
s_2=\delta\left(f-\frac{2C}{d}+\frac{C}{D}\right),
$$

whose bracket is $13.21-17.89+4.70=0.02$ eV. This near-zero bracket is a numerical cancellation for the chosen geometry and atomic configuration, and $\delta$ only multiplies it. With the spin-averaged $f=12.32$ eV the shift would be $-0.35$ eV. A straight bridge has $D=2d$, so the ion terms become $-\tfrac32C/d=-13.42$ eV, and the shift is $0.4(13.21-13.42)=-0.08$ eV. An error of 1 eV in $f$, about 8%, would change $s_2$ by 0.4 eV. The point-ion model with bridging oxygens therefore does not securely fix even the sign.

### 4. A molecular calculation

An independent value comes from trisilane, H₃Si–SiH₂–SiH₃, with oxygen inserted into one or both Si–Si bonds. The shift is the change in the mean 2p binding energy of the central silicon, taken from restricted Hartree–Fock orbital energies in the 6-31G* basis. These orbital energies contain no core-hole relaxation.

The geometries were constructed with tetrahedral silicon, Si–Si and Si–H distances of 2.35 and 1.48 Å, and the Si–O distance and bridge angle given above. They were not relaxed.

The electrostatic potential of each molecule was also averaged over a fixed free-atom 2p shell placed at the central silicon. Finally, atomic charges from intrinsic atomic orbitals were inserted into the ion model, with all other atoms, including hydrogen, as point charges. All shifts in the table are in eV relative to trisilane.

| Quantity | One O | Two O |
|---|---:|---:|
| Hartree–Fock 2p shift | 0.82 | 1.58 |
| Potential over fixed 2p shell | 0.84 | 1.61 |
| Ion model, frozen | 0.50 | 0.30 |
| Ion model, contracted | −0.82 | −1.69 |

The Hartree–Fock shift is positive and averages 0.79 eV per oxygen in this basis. It is not converged to the digits shown: for one oxygen, the def2-TZVP basis without f functions gives 0.65 eV instead of 0.82 eV, and a 120° rotation about the Si–O bond gives 0.85 eV in 6-31G*. The comparisons below all refer to 6-31G*. The second oxygen adds 0.76 eV, close to the 0.82 eV from the first. This supports near-additivity for up to two oxygens in these molecules; three and four neighbours were not calculated.

The first two rows differ by at most 0.03 eV. The orbital shift therefore follows the classical potential of the full charge distribution, as the starting equation assumes. The failure in the last two rows lies in replacing that distribution by atomic point charges and a free-atom on-site term. The values in these two rows also depend on how the atomic charges are defined.

The size of the cancellation shows why this replacement is delicate. With one oxygen the charge of the central silicon rises from 0.251 to 0.886, an increase of 0.635. The frozen model then gives

$$
13.21(0.635)-7.89=8.39-7.89=0.50\ \text{eV},
$$

where $-7.89$ eV is the change in the contribution of all other atoms to the binding energy. With two oxygens the charge increase is 1.152. Raising the frozen model from 0.30 to 1.58 eV would require an increase in $f$ of $1.28/1.152=1.1$ eV, again about 8%.

The minimal formula of part 1 does not escape the difficulty. With the calculated charge increase of 0.635 it would give $0.635(13.21-8.94)=2.7$ eV, more than three times the Hartree–Fock shift. Its agreement with 1 eV at $\delta\approx0.23$ is thus obtained by choosing an effective charge, and this $\delta$ should not be read as the atomic charge found here.

## Result and its range

The minimal estimate is $s_1=\delta(f-C/d)$, or 1.7 eV per oxygen at $\delta=0.4$ and 1 eV at $\delta\approx0.23$. It explains how on-site and neighbour terms of several eV can leave a shift of order 1 eV. It does not predict that value, because free-atom contraction and the charge taken from the outer silicon each change the model result by an amount comparable with the shift itself.

The molecular calculation supports a positive initial-state shift of roughly 0.65 to 0.85 eV per bridging oxygen, depending on basis and conformer. It omits electron correlation, spin–orbit splitting and the surrounding solid, and it uses unrelaxed geometries and basis sets not shown to be converged. A measured interface shift also contains core-hole relaxation and any change of reference potential, so the difference between this value and the rough measured 1 eV cannot be assigned to relaxation alone. Nor is the displacement of an oxidized Si 2p line by itself a band offset, since it contains this local chemical term.
